Screening length and 3s energy of the exciton in encapsulated WSe2

**Problem**

A WSe2 monolayer is encapsulated in hexagonal boron nitride. The reduced mass of the electron-hole pair is μ = 0.20 electron masses, the surroundings have dielectric constant κ = 4.5, and the measured separation of the 1s and 2s exciton lines is 0.130 eV.

(a) What is the screening length r0 of the monolayer?
(b) Is it the only value that fits?
(c) Where does the 3s level lie?

The algebra is in atomic units (ħ = e = electron mass = 1); numerical lengths are in Å and energies in eV. Energies E are counted from the edge of the free-pair continuum, so −E is a binding energy. The bands are taken as parabolic and isotropic, the screening as static and the layer as infinitely thin. Exchange and free carriers are left out, and the pair's centre of mass is at rest.

**Hints**

1. A thin layer responds to an in-plane field with a dipole moment per area equal to α times the field. Find its induced charge and put it into Poisson's equation. The screening length is defined as r0 = 2πα.

2. The identity 1/A = ∫₀^∞ exp(−At) dt, for A > 0, turns the interaction in momentum space into a real-space potential.

3. Solve the limit r0 = 0 by hand. It gives an upper reference for the separation and a check on any numerical solution.

4. For uniqueness, ask which state feels a change of r0 more strongly, 1s or 2s.

5. Once the 1s-2s separation is given, the only new information in the 3s position is the distance from 2s to 3s.

**Solution**

*The interaction.* Place a unit charge in the layer, at z = 0. The field −∇φ polarizes the layer by P = −α∇φ, and the induced charge density is −∇·P = α∇²φ, which is −αq²φ for in-plane wavevector q. Poisson's equation in the surrounding medium is

κ(q² − d²/dz²) φ(q,z) = 4π[1 − αq²φ(q,0)] δ(z).

Away from the layer the decaying solution is φ(q,z) = φ(q) exp(−q|z|). Its slope jumps by −2qφ(q) at z = 0, so integrating across the layer gives

2κqφ(q) = 4π − 4παq²φ(q).

Collecting φ(q), with r0 = 2πα, and giving the hole and electron opposite signs,

V(q) = −φ(q) = −2π/[q(κ + r0 q)].

Boron nitride is anisotropic. With constants κ∥ and κ⊥ the decay rate becomes q√(κ∥/κ⊥) and the jump term 2κ⊥q√(κ∥/κ⊥) = 2q√(κ∥κ⊥). The same formula therefore holds with κ = √(κ∥κ⊥).

*Real space.* In the inverse transform the angular integral gives 2πJ0(qr), and the factors of 2π cancel:

V(r) = −∫₀^∞ J0(qr)/(κ + r0 q) dq.

Insert the identity of hint 2 and use ∫₀^∞ exp(−aq) J0(qr) dq = 1/√(a² + r²) with a = r0 t:

V(r) = −∫₀^∞ exp(−κt)/√(r² + r0²t²) dt.

Substituting t = rs/r0 and writing x = κr/r0,

V(r) = −(1/r0) ∫₀^∞ exp(−xs)/√(1 + s²) ds = −(π/2r0)[H0(x) − Y0(x)].

The last form is the standard integral representation of the Struve function H0 minus the Bessel function of the second kind Y0. This is the Rytova-Keldysh potential.

For x ≫ 1 small s dominates, the integral tends to 1/x, and V → −1/(κr): far away the layer drops out. For x ≪ 1, H0 → 0 and Y0 → (2/π)[ln(x/2) + γ], with γ Euler's constant, so

V → (1/r0)[ln(κr/2r0) + γ].

The attraction then diverges only logarithmically. The crossover lies at r0/κ, not at r0.

*The radial equation.* For s states

−(1/2μ)(ψ″ + ψ′/r) + V(r)ψ = Eψ.

When r0 = 0, V = −1/(κr). Try ψ = exp(−ar) g(r), with g a polynomial of degree N:

−(1/2μ)[g″ + g′/r − 2ag′ − ag/r + a²g] − g/(κr) = Eg.

The terms in r^N give E = −a²/(2μ). The terms in r^(N−1) give (2aN + a)/(2μ) = 1/κ. With n = N + 1 this means a = μ/[κ(n − 1/2)] and

E_n = −μ/[2κ²(n − 1/2)²].

The 1s-2s separation would be (μ/2κ²)(4 − 4/9) = 16μ/(9κ²) = 0.478 eV, more than three times the measured value. The polarizability of the layer cannot be ignored.

For r0 > 0 the equation is solved by diagonalization. A suitable basis is

φ_n(r) = 2β exp(−βr) L_n^(1)(2βr)/√(n + 1), n = 0, 1, 2, …

The associated Laguerre polynomials L_n^(1) make these functions orthonormal with weight r dr. Integration by parts gives the matrix elements

H_mn = (1/2μ)∫φ_m′φ_n′ r dr + ∫φ_m V φ_n r dr,

because the boundary term rφ_mφ_n′ vanishes at both ends. With β = 0.10 atomic units and 70 functions the levels, in eV, are:

r0 (Å): E1, E2, E3; E2 − E1
30: −0.1961, −0.0409, −0.0170; 0.1552
40: −0.1711, −0.0384, −0.0164; 0.1327
50: −0.1531, −0.0364, −0.0159; 0.1166

*(a) The screening length.* The target 0.130 eV lies between the last two rows. Let u = (r0 − 40 Å)/(10 Å) and pass a parabola through the three separations. Its linear coefficient is (0.1166 − 0.1552)/2 = −0.0193, and its quadratic coefficient is (0.1166 + 0.1552 − 2 × 0.1327)/2 = 0.0032. The condition is

0.1327 − 0.0193u + 0.0032u² = 0.1300.

The smaller root is u ≈ 0.143, so r0 ≈ 41.4 Å. Solving the full eigenvalue problem for the root gives

r0 = 41.5 Å = 4.15 nm.

The crossover length is r0/κ = 9.2 Å, and the sheet polarizability is α = r0/(2π) = 6.6 Å. At this r0 the three levels were also computed in a basis of Gaussians, directly from V(q) without the real-space potential. The two sets differ by at most 3 × 10⁻⁹ eV, which measures numerical error, not the accuracy of the model.

*(b) Uniqueness.* For a normalized eigenstate the Hellmann-Feynman theorem gives dE/dr0 = ⟨W⟩, where

W(r) = ∂V/∂r0 = ∫₀^∞ exp(−κt) r0 t²/(r² + r0²t²)^(3/2) dt.

The integrand is positive and decreases with r, so W does too. Every level rises with r0, and a state concentrated near the origin should rise faster. To make "concentrated" precise, write the radial equations as

(rψ1′)′ = 2μr(V − E1)ψ1, (rψ2′)′ = 2μr(V − E2)ψ2.

Multiply the second by ψ1, the first by ψ2, subtract, and integrate from 0 to r:

rψ1² (ψ2/ψ1)′ = −2μ(E2 − E1) ∫₀^r ψ1ψ2 r′dr′.

Choose ψ1 > 0 and ψ2(0) > 0. Since ψ2 has one node, the integral first grows and then falls, reaching zero at infinity by orthogonality. It is positive at every finite r > 0, so f = ψ2/ψ1 decreases steadily and passes through zero once.

Suppose f(0) < 1. Then f² starts below 1, falls to zero and rises again. It must exceed 1 somewhere, because both states have the same norm. There is thus one radius R with ψ1² > ψ2² inside and ψ1² < ψ2² outside. Equal norms also allow a constant to be subtracted from W:

⟨W⟩1 − ⟨W⟩2 = ∫[W(r) − W(R)](ψ1² − ψ2²) r dr > 0.

The two factors have the same sign on each side of R. Hence d(E2 − E1)/dr0 = ⟨W⟩2 − ⟨W⟩1 < 0, and the separation shrinks as r0 grows.

The condition f(0) < 1 was tested at eleven values of r0 from 5 to 300 Å. The largest f(0)² was 0.178, and the separation fell from each value to the next. Within this sampled range the evidence is for a single solution; nothing is claimed beyond it. At the solution the slope is −0.00179 eV/Å.

*(c) The 3s level.* At r0 = 41.5 Å the levels and root-mean-square electron-hole distances are:

1s: E = −0.1681 eV, 16 Å
2s: E = −0.0381 eV, 69 Å
3s: E = −0.0163 eV, 158 Å

The 3s position is therefore

E3 − E1 = −0.0163 + 0.1681 = 0.1518 eV, or about 152 meV above 1s.

It lies 0.022 eV above 2s and is bound by 0.016 eV. A photon energy follows by adding 0.152 eV to the measured 1s line energy, which the problem does not supply.

The hydrogenic formula scaled to the measured separation would give a different answer. Its ratio is

(E3 − E1)/(E2 − E1) = (4 − 4/25)/(4 − 4/9) = 27/25,

and 0.130 × 27/25 = 0.140 eV, which is 0.011 eV lower. The binding energies show why. For r0 = 0 they are 9/8 of 0.478 eV for 1s, or 0.538 eV, then 1/9 and 1/25 of that for 2s and 3s, or 0.060 and 0.022 eV. The layer reduces them to 31%, 64% and 76% of these values. The compact 1s state loses most, so the 2s-3s interval is larger relative to the 1s-2s interval than in the hydrogenic series.

*The model and the real sample.* The inputs are rough typical values for WSe2 in boron nitride, and a screening length of a few nanometres is the expected size for this material. Two neglected effects were estimated by restoring each in turn and refitting to 0.130 eV.

The first is lattice screening. Boron nitride screens less at short electron-hole distance, where its ions cannot follow. The potential was interpolated from κ = 3.8 at short range to κ = 4.9 at long range, with weight exp(−r/ℓ) and ℓ = 8.0 Å, corresponding to a rough phonon energy of 0.15 eV and equal carrier masses. This gives r0 = 44.0 Å and puts 3s at 0.150 eV above 1s, bound by 0.014 eV. These shifts combine weaker screening at short range with a long-range constant of 4.9 instead of 4.5. A uniform κ = 4.9 alone gives r0 = 36 Å with the same 3s position and binding, so the long-range constant sets the shift of 3s, while the short-range weakening raises r0 again. The fitted r0 depends on the rough length ℓ: it is 42 Å for ℓ = 6 Å and 47 Å for ℓ = 12 Å, with 3s unchanged.

The second is nonparabolic bands. If T is the parabolic kinetic energy and Eg the band gap, a two-band dispersion replaces T by √(Eg² + 2EgT) − Eg. With a rough Eg of 1.9 eV the fit gives r0 = 44.1 Å and 3s at 0.152 eV. This refit changes the kinetic energy only. In the same two-band model the changing composition of the band states also weakens the attraction at short distance. Keeping the overlaps of the two-band states in the interaction, with parabolic kinetic energy, lowers the fitted r0 by about 4 Å. With both changes together the fit gives r0 ≈ 39 Å and leaves 3s at 0.152 eV above 1s, so 44.1 Å must not be read as the net effect of band mixing.

The prediction is for a cold, clean sample. The thermal energy is 0.0003 eV at 4 K but 0.026 eV at 300 K, above the 3s binding energy. Dividing that binding energy by the charge and the 3s radius gives a field scale of 0.01 MV/cm. One carrier per disc of the 3s radius corresponds to 1.3 × 10¹¹ cm⁻². Carrier densities must stay well below this scale for the isolated-pair model to describe 3s. The limit on stray in-plane fields is stricter than the field scale suggests: the 3p level lies only about 0.003 eV from 3s, and a field near 0.002 MV/cm already mixes the two, by about 17% in a two-level estimate. At about the same field the top of the barrier in V(r) − eFr drops to the zero-field 3s energy, so the 3s pair can be pulled apart. Stray fields must stay well below 0.002 MV/cm.

**Variation 1: uncertain input data**

*How far do r0 and the 3s position move if the separation is uncertain by 0.005 eV, the mass by 0.01 or κ by 0.2?*

For the separation, the slope gives a first estimate:

δr0 ≈ ∓0.005/0.00179 = ∓2.8 Å.

Full refits give r0 = 44.4 Å for 0.125 eV and 38.8 Å for 0.135 eV. The two shifts, +2.9 and −2.7 Å, are unequal because the separation is a curved function of r0. The 3s level moves to 0.146 and 0.157 eV above 1s, slightly more than the input itself.

With the separation held at 0.130 eV, the other refits are:

μ = 0.19: r0 = 39.9 Å, 3s at 0.1513 eV
μ = 0.21: r0 = 43.0 Å, 3s at 0.1523 eV
κ = 4.3: r0 = 44.3 Å, 3s at 0.1528 eV
κ = 4.7: r0 = 38.7 Å, 3s at 0.1509 eV

The screening length changes by up to 7%, the 3s position by less than 1%. The reason is the decomposition

E3 − E1 = (E2 − E1) + (E3 − E2).

The first term is measured, and only the second, about 0.022 eV, depends on the model. One separation therefore predicts 3s well but determines r0 only as well as μ and κ are known.

**Variation 2: a layer of finite thickness**

*Replace the sheet by a slab of thickness d = 6.5 Å and dielectric constant ε, with both charges in its middle plane. What changes?*

Each interface reflects a charge with factor b = (ε − κ)/(ε + κ). Repeated reflection puts image charges b^|n| at heights nd, so

V(r) = −(1/ε)[1/r + 2 Σ_(n≥1) b^n/√(r² + n²d²)].

A charge at height nd contributes (2π/q) exp(−nqd) in momentum space. Summing the geometric series,

V(q) = −(2π/εq) (1 + b exp(−qd))/(1 − b exp(−qd)).

To compare with the sheet, write V(q) = −2π/[q κ_eff(q)] and expand for qd ≪ 1, using 1 − b = 2κ/(ε + κ) and 1 + b = 2ε/(ε + κ):

κ_eff ≈ ε[2κ + (ε − κ)qd]/[2ε − (ε − κ)qd] ≈ κ + qd(ε² − κ²)/(2ε).

At long wavelength the slab acts like a sheet with effective r0 = d(ε² − κ²)/(2ε). This slope is not 2πα of hint 1: it is the in-plane part (ε − κ)d/2 plus a part (ε − κ)κd/(2ε) from the response perpendicular to the layer.

Fitting ε to the 0.130 eV separation gives ε = 16.18, hence

r0 = 6.5 × (16.18² − 4.5²)/(2 × 16.18) ≈ 48.5 Å.

This is 17% above the thin-sheet result, while 3s stays at 0.152 eV above 1s. The in-plane part alone is 38 Å. The 17% holds for an isotropic slab only, and WSe2 screens less across the layer than along it. With the perpendicular constant fixed at 10, 7.5 or 6 and the in-plane one refitted, the effective r0 becomes 53, 57 or 62 Å, and 3s stays within 0.001 eV of the same position. At large q the slab's κ_eff levels off at ε, whereas κ + r0q grows without limit. For equal r0 the slab attracts more strongly at distances up to about 5 Å (by 46% at 1 Å) and about 0.5% more weakly at 10 to 20 Å, which is consistent with its needing a larger r0 to give the same separation. The value 41.5 Å is thus a parameter of the thin-sheet model and should be used with that model's potential. The numerical output below lists the values to more digits.

Computed results

```
reduced mass: 0.20 electron masses
surrounding dielectric constant: 4.5
given 1s-2s separation: 0.130 eV
r0=0 limit, 1s-2s separation: 0.4778 eV
Table: r0 (A), E1s, E2s, E3s, 1s-2s separation (eV)
 20 -0.2339 -0.0441 -0.0179 0.1898
 30 -0.1961 -0.0409 -0.0170 0.1552
 40 -0.1711 -0.0384 -0.0164 0.1327
 50 -0.1531 -0.0364 -0.0159 0.1166
 60 -0.1392 -0.0348 -0.0154 0.1044
inferred r0: 41.48 A = 4.15 nm
crossover length r0/kappa: 9.22 A
sheet polarizability r0/(2 pi): 6.60 A
1s: E = -0.1681 eV, rms radius 16.3 A
2s: E = -0.0381 eV, rms radius 68.6 A
3s: E = -0.0163 eV, rms radius 157.7 A
3s above 1s: 0.1518 eV = 151.8 meV
3s above 2s: 0.0218 eV
3s above 1s by hydrogenic ratio: 0.1404 eV
slope of 1s-2s separation: -0.001785 eV/A
largest level difference, two bases: 2.9e-09 eV
scan of r0: 5 to 300 A, separation falls
largest |psi2(0)/psi1(0)|^2 in scan: 0.178
Shifted inputs: r0 (A), 3s above 1s (eV), 3s binding (eV)
separation 0.125 eV: 44.42 0.1464 0.0162
separation 0.135 eV: 38.80 0.1572 0.0165
mass 0.19: 39.87 0.1513 0.0157
mass 0.21: 43.00 0.1523 0.0169
kappa 4.3: 44.31 0.1528 0.0175
kappa 4.7: 38.73 0.1509 0.0153
slab thickness: 6.5 A, fitted eps 16.18
phonon model: kappa 3.8 to 4.9, 0.15 eV
polaron length: 7.97 A
two-band gap: 1.9 eV, 1s kinetic 0.0853 eV
Refits: r0 (A), 3s above 1s (eV), 1s and 3s binding (eV)
finite thickness: 48.51 0.1516 0.1679 0.0163
phonon screening: 43.96 0.1498 0.1641 0.0143
nonparabolic bands: 44.13 0.1524 0.1690 0.0167
thermal energy at 4 K: 0.00034 eV
thermal energy at 300 K: 0.02585 eV
field scale, 3s binding/(e rms): 0.0103 MV/cm
density 1/(pi rms^2) of 3s: 1.28e+11 cm^-2
```
